# The Dworin–Narath interaction: total charge, total spin and SU(M) orbital symmetry: a program that tests the result

```python
"""
Result under test: for M degenerate orbitals the interaction with
U' = U - J, spin flip J and no pair hopping equals
    (U - 3J/2) N(N-1)/2 - J S^2 + (3/4) J N,
and is invariant under every unitary orbital rotation. With pair hopping J
and U' = U - 2J only real orthogonal rotations remain symmetries.
U: same-orbital repulsion; U': interorbital repulsion, opposite spins;
U'-J: interorbital repulsion, parallel spins; JX: spin flip; JP: pair hopping;
N: electron number; S: total spin; D: number of doubly occupied orbitals;
A: sum over orbitals of (annihilate down)(annihilate up).
The Hamiltonian is built from fermion matrices, term by term. Energies in eV.
"""
from math import comb
import numpy as np
from scipy.linalg import expm


def build_atom(M):
    """Fermion matrices, the five interaction terms and collective operators."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    modes = []
    for k in range(2 * M):
        matrix = np.eye(1)
        for j in range(2 * M):
            factor = parity if j < k else lower if j == k else np.eye(2)
            matrix = np.kron(matrix, factor)
        modes.append(matrix)
    up, dn = modes[0::2], modes[1::2]
    nu = [c.T @ c for c in up]
    nd = [c.T @ c for c in dn]
    flips = [up[m].T @ dn[m] for m in range(M)]
    pairs = [dn[m] @ up[m] for m in range(M)]
    dim = 4 ** M
    terms = [np.zeros((dim, dim)) for _ in range(5)]  # U, U', J, JX, JP
    for m in range(M):
        terms[0] += nu[m] @ nd[m]
        for k in range(M):
            if k == m:
                continue
            terms[1] += nu[m] @ nd[k]
            terms[3] -= flips[m] @ flips[k].T
            terms[4] += pairs[m].T @ pairs[k]
            if m < k:
                parallel = nu[m] @ nu[k] + nd[m] @ nd[k]
                terms[1] += parallel
                terms[2] -= parallel
    splus = sum(flips)
    sx = (splus + splus.T) / 2
    isy = (splus - splus.T) / 2
    sz = (sum(nu) - sum(nd)) / 2
    E = [[up[m].T @ up[k] + dn[m].T @ dn[k] for k in range(M)]
         for m in range(M)]
    return dict(M=M, terms=terms, Nup=sum(nu), Ndn=sum(nd),
                N=sum(nu) + sum(nd), splus=splus,
                S2=sx @ sx - isy @ isy + sz @ sz,
                A=sum(pairs), D=terms[0], E=E, one=np.eye(dim))


def hamiltonian(atom, couplings):
    return sum(c * t for c, t in zip(couplings, atom["terms"]))


def levels(atom, H):
    """List of (N, S, energy, degeneracy) from exact diagonalization."""
    result = []
    number = np.rint(np.diag(atom["N"])).astype(int)
    for n in range(2 * atom["M"] + 1):
        index = np.where(number == n)[0]
        block = np.ix_(index, index)
        energy, vectors = np.linalg.eigh(H[block])
        cuts = np.where(np.diff(energy) > 1e-7)[0] + 1
        for group in np.split(np.arange(len(index)), cuts):
            V = vectors[:, group]
            s2 = np.trace(V.T @ atom["S2"][block] @ V) / len(group)
            assert np.allclose(atom["S2"][block] @ V, s2 * V, atol=1e-8)
            S = (np.sqrt(1 + 4 * max(s2, 0.0)) - 1) / 2
            result.append((n, round(2 * S) / 2, energy[group].mean(), len(group)))
    return result


def gap(level_list, n):
    low = {k: min(e for q, s, e, g in level_list if q == k)
           for k in (n - 1, n, n + 1)}
    return low[n + 1] + low[n - 1] - 2 * low[n]


U, J = 4.0, 0.6
Uprime = U - J
dn_couplings = (U, Uprime, J, J, 0.0)
kan_couplings = (Uprime + 2 * J, Uprime, J, J, J)
rng = np.random.default_rng(7)
atoms = {M: build_atom(M) for M in (2, 3, 4)}
worst_identity = worst_form = 0.0

for M, at in atoms.items():
    N, one, A, D = at["N"], at["one"], at["A"], at["D"]
    # Decomposition for arbitrary, unrelated couplings.
    u, up_, j, jx, jp = c = rng.uniform(0.5, 3.0, 5)
    same_spin = sum(n @ (n - one) / 2 for n in (at["Nup"], at["Ndn"]))
    decomposed = (up_ * N @ (N - one) / 2 - j * same_spin
                  - jx * (at["splus"] @ at["splus"].T - at["Nup"])
                  + jp * A.T @ A + (u - up_ - jx - jp) * D)
    error = np.abs(hamiltonian(at, c) - decomposed).max()
    worst_identity = max(worst_identity, error)
    # Closed form in N and S^2.
    H = hamiltonian(at, dn_couplings)
    closed = ((U - 1.5 * J) * N @ (N - one) / 2 - J * at["S2"]
              + 0.75 * J * N)
    worst_form = max(worst_form, np.abs(H - closed).max())
    # Pair algebra and relation of the two Hamiltonians.
    assert np.allclose(A @ A.T - A.T @ A, M * one - N, atol=1e-10)
    assert np.allclose(hamiltonian(at, kan_couplings), H + J * A.T @ A,
                       atol=1e-10)
    # Energies, degeneracies and gaps from diagonalization.
    found = levels(at, H)
    expected_labels = {(n, n / 2 - b) for n in range(2 * M + 1)
                       for b in range(n // 2 + 1) if n - b <= M}
    assert {(n, S) for n, S, e, g in found} == expected_labels
    assert len(found) == len(expected_labels)
    for n, S, e, g in found:
        a, b = round(n / 2 + S), round(n / 2 - S)
        count = comb(M, a) * comb(M, b)
        if b > 0:
            count -= comb(M, a + 1) * comb(M, b - 1)
        assert g == round(2 * S + 1) * count
        assert abs(e - (Uprime * n * (n - 1) / 2
                        - J * (S * (S + 1) + n * n / 4 - n))) < 1e-8
    for n in range(1, 2 * M):
        lowest = min((e, S) for q, S, e, g in found if q == n)
        assert lowest[1] == min(n, 2 * M - n) / 2
    for n in range(1, M):
        assert abs(gap(found, n) - (U - 2 * J)) < 1e-8
    assert abs(gap(found, M) - (U + (M - 1) * J)) < 1e-8
assert worst_identity < 1e-10 and worst_form < 1e-10

# Finite orbital rotations of the three-orbital atom.
at = atoms[3]
M = 3
x = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M))
r = rng.normal(size=(M, M))
generators = {"unitary": 1j * (x + x.conj().T) / 2, "orthogonal": (r - r.T) / 2}
rotations = {name: expm(sum(g[m, k] * at["E"][m][k]
                            for m in range(M) for k in range(M)))
             for name, g in generators.items()}
models = {"Dworin-Narath": dn_couplings, "Kanamori": kan_couplings,
          "no spin flip": (U, Uprime, J, 0.0, 0.0)}
change = {}
for model, couplings in models.items():
    H = hamiltonian(at, couplings)
    for name, W in rotations.items():
        change[model, name] = np.abs(W @ H @ W.conj().T - H).max()
assert change["Dworin-Narath", "unitary"] < 1e-10
assert change["Dworin-Narath", "orthogonal"] < 1e-10
assert change["Kanamori", "orthogonal"] < 1e-10
assert change["Kanamori", "unitary"] > 1e-2
assert change["no spin flip", "orthogonal"] > 1e-2

# Without spin flip S^2 is conserved, but spin rotations are broken.
H_ising = hamiltonian(at, models["no spin flip"])
s2_change = np.abs(H_ising @ at["S2"] - at["S2"] @ H_ising).max()
spin_breaking = np.abs(H_ising @ at["splus"] - at["splus"] @ H_ising).max()
assert s2_change < 1e-10
assert spin_breaking > 1e-2


def symmetric_couplings(atom, symmetry_generators):
    """Basis of coupling vectors whose H commutes with all generators."""
    columns = [np.concatenate([(t @ g - g @ t).ravel()
                               for g in symmetry_generators])
               for t in atom["terms"]]
    matrix = np.array(columns)
    values, vectors = np.linalg.eigh(matrix @ matrix.T)
    return vectors[:, values < 1e-8]


free_dimensions = {}
for size, atom in atoms.items():
    orbital = [atom["E"][m][k] for m in range(size) for k in range(size)
               if abs(m - k) == 1]
    only_orbital = symmetric_couplings(atom, orbital)
    both = symmetric_couplings(atom, orbital + [atom["splus"]])
    assert only_orbital.shape[1] == 3 and both.shape[1] == 2
    for basis in (only_orbital, both):
        assert np.allclose(basis[4], 0, atol=1e-7)
        assert np.allclose(basis[0] - basis[1] - basis[3], 0, atol=1e-7)
    assert np.allclose(both[2], both[3], atol=1e-7)
    free_dimensions[size] = (only_orbital.shape[1], both.shape[1])

dn_levels = levels(at, hamiltonian(at, dn_couplings))
kan_levels = levels(at, hamiltonian(at, kan_couplings))
singlets = [(e, g) for n, S, e, g in kan_levels if n == 2 and S == 0]
doublets = [(e, g) for n, S, e, g in kan_levels if n == 3 and S == 0.5]
assert [g for e, g in singlets] == [5, 1]
assert [g for e, g in doublets] == [10, 6]
singlet_split = singlets[1][0] - singlets[0][0]
doublet_split = doublets[1][0] - doublets[0][0]
assert abs(singlet_split - M * J) < 1e-8
assert abs(doublet_split - (M - 1) * J) < 1e-8

print(f"Orbitals M = {M}, number of atomic states = {4**M}")
print(f"U = {U:.2f} eV, J = {J:.2f} eV, U' = {Uprime:.2f} eV")
print(f"Coefficient of N(N-1)/2: {U - 1.5 * J:.2f} eV")
print(f"Coefficient of N: {0.75 * J:.2f} eV")
print(f"Largest error of decomposition, M=2,3,4: {worst_identity:.1e} eV")
print(f"Largest error of N,S^2 form, M=2,3,4: {worst_form:.1e} eV")
print("Dworin-Narath levels: N, S, energy (eV), degeneracy")
for n, S, e, g in dn_levels:
    print(f"  {n}  {S:.1f}  {e + 0.0:8.3f}  {g}")
for n in (1, 2, 3):
    print(f"Dworin-Narath atomic gap at N={n}: {gap(dn_levels, n):.3f} eV")
print(f"Kanamori comparison: U = {kan_couplings[0]:.2f} eV, "
      f"U' = {kan_couplings[1]:.2f} eV, J = JP = {J:.2f} eV")
print("Kanamori levels: N, S, energy (eV), degeneracy")
for n, S, e, g in kan_levels:
    if n in (2, 3):
        print(f"  {n}  {S:.1f}  {e:8.3f}  {g}")
print(f"Kanamori splitting of N=2 singlets: {singlet_split:.3f} eV")
print(f"Kanamori splitting of N=3 doublets: {doublet_split:.3f} eV")
print("Largest matrix-element change under a random orbital rotation (eV)")
for (model, name), value in change.items():
    print(f"  {model}, {name}: {value:.1e}")
print(f"No spin flip: largest element of [H,S^2] = {s2_change:.1e} eV")
print(f"No spin flip: largest element of [H,S+] = {spin_breaking:.2f} eV")
print("Free couplings out of 5 (SU(M) only; SU(M) and spin SU(2))")
for size, (orbital_only, joint) in free_dimensions.items():
    print(f"  M={size}: {orbital_only}; {joint}")
print("all good")
```

Output:

```
Orbitals M = 3, number of atomic states = 64
U = 4.00 eV, J = 0.60 eV, U' = 3.40 eV
Coefficient of N(N-1)/2: 3.10 eV
Coefficient of N: 0.45 eV
Largest error of decomposition, M=2,3,4: 5.3e-15 eV
Largest error of N,S^2 form, M=2,3,4: 1.4e-14 eV
Dworin-Narath levels: N, S, energy (eV), degeneracy
  0  0.0     0.000  1
  1  0.5     0.000  6
  2  1.0     2.800  9
  2  0.0     4.000  6
  3  1.5     8.400  4
  3  0.5    10.200  16
  4  1.0    19.200  9
  4  0.0    20.400  6
  5  0.5    32.800  6
  6  0.0    49.200  1
Dworin-Narath atomic gap at N=1: 2.800 eV
Dworin-Narath atomic gap at N=2: 2.800 eV
Dworin-Narath atomic gap at N=3: 5.200 eV
Kanamori comparison: U = 4.60 eV, U' = 3.40 eV, J = JP = 0.60 eV
Kanamori levels: N, S, energy (eV), degeneracy
  2  1.0     2.800  9
  2  0.0     4.000  5
  2  0.0     5.800  1
  3  1.5     8.400  4
  3  0.5    10.200  10
  3  0.5    11.400  6
Kanamori splitting of N=2 singlets: 1.800 eV
Kanamori splitting of N=3 doublets: 1.200 eV
Largest matrix-element change under a random orbital rotation (eV)
  Dworin-Narath, unitary: 1.1e-14
  Dworin-Narath, orthogonal: 7.1e-15
  Kanamori, unitary: 7.5e-01
  Kanamori, orthogonal: 7.1e-15
  no spin flip, unitary: 4.0e-01
  no spin flip, orthogonal: 3.2e-01
No spin flip: largest element of [H,S^2] = 0.0e+00 eV
No spin flip: largest element of [H,S+] = 1.20 eV
Free couplings out of 5 (SU(M) only; SU(M) and spin SU(2))
  M=2: 3; 2
  M=3: 3; 2
  M=4: 3; 2
all good
```
